# Finite-Difference Hessians: Optimal Steps and the Six Residual Frequencies: a program that tests the result

```python
"""
Result under test: central-difference Hessians have an h^2 bias from quartic
force constants and a noise part ~ sigma/h (gradients) or sigma/h^2 (energies).
The best step follows from their balance. The six residual eigenvalues of a
nonlinear molecule measure Cartesian noise, but not invariant errors.

Model: bent triatomic, atom 0 central, Hartree atomic units.
E = sum_bonds D (1-exp(-alpha (r-r0)))^2 + K (cos(theta)-c0)^2 / 2
h: step; sigma_g, sigma_e: rms noise of a gradient component / an energy;
s: rms noise of an unsymmetrized Hessian element = sigma_g/(sqrt(2) h).
"""
import math
import numpy as np
from scipy import constants
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar

CM = constants.value("hartree-inverse meter relationship") / 100.0
D, ALPHA, R0, K, C0 = 0.2, 1.2, 1.8, 0.15, -0.25
MASS = np.array([30000.0, 2000.0, 4000.0])
m = np.repeat(MASS, 3)
n = 9
EYE = np.eye(n)
SIGMA_G, SIGMA_E = 1e-6, 1e-8
rng = np.random.default_rng(12345)
x0 = np.array([0, 0, 0, R0, 0, 0, R0 * C0, R0 * math.sqrt(1 - C0**2), 0])


def bonds(x):
    r = x.reshape(x.shape[:-1] + (3, 3))
    u, v = r[..., 1, :] - r[..., 0, :], r[..., 2, :] - r[..., 0, :]
    a = np.sqrt((u * u).sum(-1))
    b = np.sqrt((v * v).sum(-1))
    return u, v, a, b, (u * v).sum(-1) / (a * b)


def internals(x):
    return np.stack(bonds(x)[2:], axis=-1)


def energy(x, depth=D):
    _, _, a, b, c = bonds(x)
    morse = sum((1 - np.exp(-ALPHA * (r - R0)))**2 for r in (a, b))
    return depth * morse + 0.5 * K * (c - C0)**2


def gradient(x, depth=D):
    u, v, a, b, c = bonds(x)
    ea, eb = np.exp(-ALPHA * (a - R0)), np.exp(-ALPHA * (b - R0))
    fa = 2 * depth * ALPHA * ea * (1 - ea)
    fb = 2 * depth * ALPHA * eb * (1 - eb)
    fc = K * (c - C0)
    a, b, c, fa, fb, fc = (q[..., None] for q in (a, b, c, fa, fb, fc))
    gu = fa * u / a + fc * (v / (a * b) - c * u / a**2)
    gv = fb * v / b + fc * (u / (a * b) - c * v / b**2)
    return np.stack([-(gu + gv), gu, gv], axis=-2).reshape(x.shape)


def derivative(f, x, order, radius=0.4, points=32):
    """Pure derivatives d^order f / dx_j^order by a Cauchy contour integral;
    the coordinate index j is the last index of the result."""
    phase = np.exp(2j * np.pi * np.arange(points) / points)
    X = x + radius * phase[None, :, None] * EYE[:, None, :]
    w = phase**(-order) * math.factorial(order) / (points * radius**order)
    return np.moveaxis(np.einsum("k,jk...->j...", w, f(X)).real, 0, -1)


def displaced_gradients(h):
    return np.stack([gradient(x0 + h * EYE), gradient(x0 - h * EYE)])


def raw_hessian(G, h):
    """Element [..., i, j]: gradient component i, displaced coordinate j."""
    return np.swapaxes(G[..., 0, :, :] - G[..., 1, :, :], -1, -2) / (2 * h)


def grad_hessian(G, h):
    A = raw_hessian(G, h)
    return 0.5 * (A + np.swapaxes(A, -1, -2))


P, Q = np.triu_indices(n, 1)
PATTERN = np.vstack([np.zeros((1, n)), EYE, -EYE, EYE[P] + EYE[Q],
                     EYE[P] - EYE[Q], -EYE[P] + EYE[Q], -EYE[P] - EYE[Q]])


def energy_hessian(E, h):
    H = np.zeros(E.shape[:-1] + (n, n))
    k = np.arange(n)
    H[..., k, k] = (E[..., 1:n + 1] + E[..., n + 1:2 * n + 1]
                    - 2 * E[..., :1]) / h**2
    c = E[..., 2 * n + 1:].reshape(E.shape[:-1] + (4, len(P)))
    off = (c[..., 0, :] - c[..., 1, :] - c[..., 2, :] + c[..., 3, :]) / (4 * h**2)
    H[..., P, Q] = off
    H[..., Q, P] = off
    return H


def null_vectors(x):
    r = x.reshape(3, 3)
    r = r - MASS @ r / MASS.sum()
    T = np.tile(np.eye(3), (3, 1))
    R = np.stack([np.cross(e, r).ravel() for e in np.eye(3)], axis=1)
    return T, R


def spectrum(H):
    """Six eigenvalues of least magnitude, and the three vibrational ones."""
    lam = np.linalg.eigvalsh(H / np.sqrt(np.outer(m, m)))
    lam = np.take_along_axis(lam, np.argsort(abs(lam), axis=-1), axis=-1)
    return lam[..., :6], lam[..., 6:]


def wavenumber(lam):
    return np.sign(lam) * np.sqrt(abs(lam)) * CM


def rms(a, axis=None):
    return np.sqrt(np.mean(np.asarray(a)**2, axis=axis))


def text(a, fmt="%.2f"):
    return " ".join(fmt % v for v in np.ravel(a))


# Reference derivatives, and tests of them
assert np.allclose(gradient(x0 + 0.05 * np.sin(np.arange(n))),
                   derivative(energy, x0 + 0.05 * np.sin(np.arange(n)), 1),
                   atol=1e-11)
H = derivative(gradient, x0, 1)
cubic = derivative(gradient, x0, 2)
quartic = derivative(gradient, x0, 3)
Bw = derivative(internals, x0, 1)
kr = 2 * D * ALPHA**2
assert np.allclose(H, Bw.T @ np.diag([kr, kr, K]) @ Bw, atol=1e-11)
T, R = null_vectors(x0)
assert abs(H @ np.hstack([T, R])).max() < 1e-11
lam_all, vec = np.linalg.eigh(H / np.sqrt(np.outer(m, m)))
lam_vib, modes = lam_all[6:], vec[:, 6:]
omega = np.sqrt(lam_vib)
mu = 1 / (modes**2 / m[:, None]).sum(0)
U = np.linalg.qr(np.sqrt(m)[:, None] * np.hstack([T, R]))[0]
Cmat = U.T @ (U / m[:, None])
gauge_norm = 0.5 * (np.trace(Cmat)**2 + np.trace(Cmat @ Cmat))


def gauge(residual):
    return np.sqrt((residual**2).sum(-1) / gauge_norm)


# Truncation errors of both stencils against the quartic constants
ht = 0.02
F = 0.5 * (quartic + quartic.T)
bias_e = (quartic + quartic.T) / 6
np.fill_diagonal(bias_e, np.diag(quartic) / 12)
err_g = grad_hessian(displaced_gradients(ht), ht) - H
err_e = energy_hessian(energy(x0 + ht * PATTERN), ht) - H
dev_g = np.linalg.norm(err_g / ht**2 - F / 6) / np.linalg.norm(F / 6)
dev_e = np.linalg.norm(err_e / ht**2 - bias_e) / np.linalg.norm(bias_e)
assert dev_g < 0.02 and dev_e < 0.02

# Optimal steps: formulas against minimized sampled errors
q = quartic[3, 3]
h_g = (4.5 * n * (n + 1) * SIGMA_G**2 / (F**2).sum())**(1 / 6)
A_e, B_e = (bias_e**2).sum(), 6 * n + n * (n - 1) / 4
h_e = (B_e * SIGMA_E**2 / A_e)**(1 / 8)
h_g1 = (3 * SIGMA_G / abs(q))**(1 / 3)
h_e1 = (12 * math.sqrt(6) * SIGMA_E / abs(q))**(1 / 4)
trials = 2000
noise_g = SIGMA_G * rng.standard_normal((trials, 2, n, n))
noise_e = SIGMA_E * rng.standard_normal((trials, len(PATTERN)))


def sample_g(h):
    return grad_hessian(displaced_gradients(h) + noise_g, h) - H


def sample_e(h):
    return energy_hessian(energy(x0 + h * PATTERN) + noise_e, h) - H


def best_step(sample, element=False):
    def cost(t):
        e = sample(math.exp(t))
        e = e[:, 3, 3] if element else e
        return math.log((e**2).sum() / trials)
    return math.exp(minimize_scalar(cost, bounds=(math.log(0.002), math.log(0.06)),
                                    method="bounded", options={"xatol": 1e-4}).x)


found = [best_step(sample_g), best_step(sample_e),
         best_step(sample_g, True), best_step(sample_e, True)]
# Tolerance covers the finite number of noise samples
assert np.allclose(found, [h_g, h_e, h_g1, h_e1], rtol=0.04)
tot_g = math.sqrt((sample_g(h_g)**2).sum() / trials)
tot_e = math.sqrt((sample_e(h_e)**2).sum() / trials)
pred_g = math.sqrt(3 * (F**2).sum() / 36) * h_g**2
pred_e = math.sqrt(2 * A_e) * h_e**2
assert abs(tot_g / pred_g - 1) < 0.04 and abs(tot_e / pred_e - 1) < 0.04

# Residual gauge in the noise-dominated range
hs = h_g / 3
s_true = SIGMA_G / (math.sqrt(2) * hs)
Hs = H + sample_g(hs)
res, vib = spectrum(Hs)
s_est = rms(gauge(res))
mode_err = rms(np.sqrt(vib) - omega, axis=0)
mode_pred = s_true / (2 * omega * mu)
assert abs(s_est / s_true - 1) < 0.05
assert np.allclose(mode_err, mode_pred, rtol=0.08)
# Projection leaves the vibrational error essentially as it was
Pm = np.eye(n) - U @ U.T
Hp = np.sqrt(np.outer(m, m)) * (Pm @ (Hs / np.sqrt(np.outer(m, m))) @ Pm)
vib_p = spectrum(Hp)[1]
proj_change = rms(np.sqrt(vib_p) - np.sqrt(vib)) / rms(np.sqrt(vib) - omega)
assert proj_change < 0.05

# Blind spot 1: noise without net force and torque
Zc = np.linalg.qr(np.hstack([T, R]))[0]
quiet = noise_g - (noise_g @ Zc) @ Zc.T
res_q, vib_q = spectrum(grad_hessian(displaced_gradients(hs) + quiet, hs))
s_quiet = rms(gauge(res_q))
quiet_err = rms(np.sqrt(vib_q) - omega)
assert s_quiet < 0.1 * s_true and quiet_err > 0.3 * rms(mode_err)

# Blind spot 2: a wrong potential that is still invariant
H_bad = derivative(lambda x: gradient(x, 1.05 * D), x0, 1)
res_bad, vib_bad = spectrum(H_bad)
assert abs(res_bad).max() < 1e-13 and np.sqrt(vib_bad[-1]) / omega[-1] > 1.02

# Blind spot 3: truncation; force and torque sum rules of the stencil
raw = raw_hessian(displaced_gradients(ht), ht)
assert abs(T.T @ raw).max() < 1e-11
torque = np.stack([-0.5 * ht**2 * np.cross(np.eye(3)[j % 3],
                   cubic[3 * (j // 3):3 * (j // 3) + 3, j]) for j in range(n)], axis=1)
assert np.linalg.norm(R.T @ raw - torque) < 0.02 * np.linalg.norm(torque)
hl = 8 * h_g
res_l, vib_l = spectrum(grad_hessian(displaced_gradients(hl), hl))
trunc_pred = rms(gauge(res_l) / (2 * omega * mu)) * CM
trunc_true = rms(np.sqrt(vib_l) - omega) * CM
assert trunc_pred < 0.5 * trunc_true

# Step doubling sees the truncation error
H2 = grad_hessian(displaced_gradients(2 * ht), 2 * ht)
H1 = grad_hessian(displaced_gradients(ht), ht)
doubling = np.linalg.norm((H2 - H1) / 3 - err_g) / np.linalg.norm(err_g)
assert doubling < 0.05

# Table over steps
table = []
for f in (0.25, 0.5, 1, 2, 4, 8):
    h = f * h_g
    r_, v_ = spectrum(H + sample_g(h))
    guess = rms(gauge(r_)) / (2 * omega * mu)
    table.append((h, math.sqrt(rms(r_)) * CM, rms(guess) * CM,
                  rms(np.sqrt(v_) - omega) * CM))
assert table[2][3] < table[0][3] and table[2][3] < table[4][3]

# Geometry slightly off the stationary point
off_geometry = []
for delta in (0.001, -0.001):
    xd = x0 + delta * EYE[3]
    Hd, gd = derivative(gradient, xd, 1), gradient(xd)
    Td, Rd = null_vectors(xd)
    turned = np.stack([np.cross(e, gd.reshape(3, 3)).ravel() for e in np.eye(3)], axis=1)
    assert abs(Hd @ Td).max() < 1e-11 and abs(Hd @ Rd - turned).max() < 1e-11
    W = Rd.T @ turned
    first = eigh(0.5 * (W + W.T), Rd.T @ (m[:, None] * Rd), eigvals_only=True)
    first = first[np.argmax(abs(first))]
    full = spectrum(Hd)[0][-1]
    assert abs(full / first - 1) < 0.03 and np.sign(full) == np.sign(delta)
    off_geometry.append(wavenumber(full))

# One noisy run of each kind, and the self-tuning procedure


def noisy_run(h):
    G = displaced_gradients(h)
    return grad_hessian(G + SIGMA_G * rng.standard_normal(G.shape), h)


one_g = spectrum(noisy_run(h_g))
E_one = energy(x0 + h_e * PATTERN) + SIGMA_E * rng.standard_normal(len(PATTERN))
one_e = spectrum(energy_hessian(E_one, h_e))
h_fine, h_coarse = 0.002, 0.05
sigma_hat = math.sqrt(2) * h_fine * gauge(spectrum(noisy_run(h_fine))[0])
F_hat = 2 * (noisy_run(2 * h_coarse) - noisy_run(h_coarse)) / h_coarse**2
h_hat = (4.5 * n * (n + 1) * sigma_hat**2 / (F_hat**2).sum())**(1 / 6)
assert abs(h_hat / h_g - 1) < 0.2

print("Morse D [Eh], alpha [1/a0], r0 [a0]:", D, ALPHA, R0)
print("Bend K [Eh], cos(theta0):", K, C0)
print("Masses of atoms 0,1,2 [m_e]:", text(MASS, "%.0f"))
print("Noise sigma_g [Eh/a0], sigma_E [Eh]: %.1e %.1e" % (SIGMA_G, SIGMA_E))
print("Gradients needed, energies needed: %d %d" % (2 * n, len(PATTERN)))
print("Exact vibrations [cm^-1]:", text(omega * CM))
print("Exact vibrations [Eh]:", text(omega, "%.6f"))
print("Reduced masses mu_k [m_e]:", text(mu, "%.1f"))
print("Hessian element H(1x,1x) [Eh/a0^2]: %.5f" % H[3, 3])
print("Quartic constant f(1x,1x,1x,1x) [Eh/a0^4]: %.4f" % q)
print("Norm of symmetrized quartic matrix F [Eh/a0^4]: %.4f" % np.linalg.norm(F))
print("Energy bias sum A [Eh^2/a0^8], B: %.4f %.1f" % (A_e, B_e))
print("Bias law deviation at h=0.02 a0, gradients, energies: %.1e %.1e" % (dev_g, dev_e))
for name, a, b in zip(("matrix, gradients", "matrix, energies",
                       "element 1x1x, gradients", "element 1x1x, energies"),
                      (h_g, h_e, h_g1, h_e1), found):
    print("Best step [a0], %s: formula %.5f sampled %.5f" % (name, a, b))
print("Matrix error at best step [Eh/a0^2], gradients: formula %.3e sampled %.3e"
      % (pred_g, tot_g))
print("Matrix error at best step [Eh/a0^2], energies: formula %.3e sampled %.3e"
      % (pred_e, tot_e))
print("Gauge test step [a0]: %.5f" % hs)
print("Element noise s [Eh/a0^2]: true %.3e from residuals %.3e" % (s_true, s_est))
print("Mode errors predicted [cm^-1]:", text(mode_pred * CM, "%.3f"))
print("Mode errors sampled [cm^-1]:", text(mode_err * CM, "%.3f"))
print("Change by projection / vibrational error: %.1e" % proj_change)
print("Force- and torque-free noise: s from residuals [Eh/a0^2]: %.2e" % s_quiet)
print("Force- and torque-free noise: rms vibrational error [cm^-1]: %.3f" % (quiet_err * CM))
print("Same step, ordinary noise: rms vibrational error [cm^-1]: %.3f" % (rms(mode_err) * CM))
print("D raised 5%%: largest |residual eigenvalue| [Eh/(m_e a0^2)]: %.0e" % abs(res_bad).max())
print("D raised 5%: vibrational shifts [cm^-1]:", text((np.sqrt(vib_bad) - omega) * CM))
print("No noise, h=%.4f a0: vib. error [cm^-1] from gauge %.3f true %.3f"
      % (hl, trunc_pred, trunc_true))
print("Step doubling, relative error of bias estimate at h=0.02 a0: %.1e" % doubling)
print("Columns: h [a0]; residual size, gauge error, true vib. error [cm^-1]")
for row in table:
    print("  %.5f  %8.2f  %8.3f  %8.3f" % row)
print("Bond 1 longer/shorter by 0.001 a0: largest residual [cm^-1]"
      " (minus = imaginary):", text(off_geometry))
print("One run, gradients: residuals [cm^-1]:", text(np.sort(wavenumber(one_g[0]))))
print("One run, gradients: vib. errors [cm^-1]:", text((np.sqrt(one_g[1]) - omega) * CM, "%.3f"))
print("One run, energies: residuals [cm^-1]:", text(np.sort(wavenumber(one_e[0]))))
print("One run, energies: vib. errors [cm^-1]:", text((np.sqrt(one_e[1]) - omega) * CM, "%.3f"))
print("Self-tuning steps: fine, coarse, doubled coarse [a0]:", h_fine, h_coarse, 2 * h_coarse)
print("Self-tuning: sigma_g estimate [Eh/a0]: %.3e" % sigma_hat)
print("Self-tuning: norm of F estimate [Eh/a0^4]: %.4f" % np.linalg.norm(F_hat))
print("Self-tuning: best step estimate [a0]: %.5f" % h_hat)
print("PASS")
```

Output:

```
Morse D [Eh], alpha [1/a0], r0 [a0]: 0.2 1.2 1.8
Bend K [Eh], cos(theta0): 0.15 -0.25
Masses of atoms 0,1,2 [m_e]: 30000 2000 4000
Noise sigma_g [Eh/a0], sigma_E [Eh]: 1.0e-06 1.0e-08
Gradients needed, energies needed: 18 163
Exact vibrations [cm^-1]: 1314.30 2804.28 3848.32
Exact vibrations [Eh]: 0.005988 0.012777 0.017534
Reduced masses mu_k [m_e]: 2607.9 4446.7 2127.7
Hessian element H(1x,1x) [Eh/a0^2]: 0.57600
Quartic constant f(1x,1x,1x,1x) [Eh/a0^4]: 5.8061
Norm of symmetrized quartic matrix F [Eh/a0^4]: 15.1476
Energy bias sum A [Eh^2/a0^8], B: 13.6440 72.0
Bias law deviation at h=0.02 a0, gradients, energies: 1.3e-04 2.9e-04
Best step [a0], matrix, gradients: formula 0.01099 sampled 0.01098
Best step [a0], matrix, energies: formula 0.01231 sampled 0.01232
Best step [a0], element 1x1x, gradients: formula 0.00802 sampled 0.00803
Best step [a0], element 1x1x, energies: formula 0.01500 sampled 0.01497
Matrix error at best step [Eh/a0^2], gradients: formula 5.285e-04 sampled 5.285e-04
Matrix error at best step [Eh/a0^2], energies: formula 7.917e-04 sampled 7.950e-04
Gauge test step [a0]: 0.00366
Element noise s [Eh/a0^2]: true 1.930e-04 from residuals 1.915e-04
Mode errors predicted [cm^-1]: 1.356 0.373 0.568
Mode errors sampled [cm^-1]: 1.323 0.382 0.578
Change by projection / vibrational error: 4.0e-03
Force- and torque-free noise: s from residuals [Eh/a0^2]: 7.07e-07
Force- and torque-free noise: rms vibrational error [cm^-1]: 0.693
Same step, ordinary noise: rms vibrational error [cm^-1]: 0.862
D raised 5%: largest |residual eigenvalue| [Eh/(m_e a0^2)]: 4e-20
D raised 5%: vibrational shifts [cm^-1]: 0.06 69.14 95.00
No noise, h=0.0879 a0: vib. error [cm^-1] from gauge 1.936 true 16.732
Step doubling, relative error of bias estimate at h=0.02 a0: 5.2e-04
Columns: h [a0]; residual size, gauge error, true vib. error [cm^-1]
  0.00275     71.36     1.159     1.149
  0.00550     50.46     0.579     0.578
  0.01099     35.80     0.292     0.390
  0.02199     28.93     0.190     1.058
  0.04397     46.53     0.493     4.187
  0.08795     92.26     1.936    16.732
Bond 1 longer/shorter by 0.001 a0: largest residual [cm^-1] (minus = imaginary): 90.56 -90.78
One run, gradients: residuals [cm^-1]: -60.02 -14.83 4.97 19.28 23.62 32.72
One run, gradients: vib. errors [cm^-1]: 0.281 0.125 -0.016
One run, energies: residuals [cm^-1]: -69.64 -53.30 -44.87 -27.88 -22.99 7.29
One run, energies: vib. errors [cm^-1]: -1.217 -0.027 -0.224
Self-tuning steps: fine, coarse, doubled coarse [a0]: 0.002 0.05 0.1
Self-tuning: sigma_g estimate [Eh/a0]: 8.017e-07
Self-tuning: norm of F estimate [Eh/a0^4]: 15.1867
Self-tuning: best step estimate [a0]: 0.01020
PASS
```
